# Permanent Dipoles and Second-Harmonic Dispersion of Two-Level Push-Pull Chromophores, part 2

A push-pull chromophore, fixed in position and orientation, is driven by light of angular frequency $\omega$. We seek its dipole oscillating at $2\omega$. The model has a ground state $g$ of energy $0$ and an excited state $e$ of energy $W$, with real transition dipole $m$, permanent dipoles $\mu_{gg}$ and $\mu_{ee}$, and $\Delta\mu=\mu_{ee}-\mu_{gg}$. All dipoles and the local field $E$ lie along one axis, the coupling is $-\mu E$, and linewidths are left out. We write $x=\hbar\omega$ and $D=(W^2-x^2)(W^2-4x^2)$; after a number, D means debye.

Section 1 split the dipole matrix,

$$\mu=\mu_{gg}\,\mathbf 1+\tilde\mu,\qquad \tilde\mu=\begin{pmatrix}0&m\\ m&\Delta\mu\end{pmatrix}, \tag{1}$$

and showed, for a classical field of any strength, that

$$\langle\mu\rangle(t)-\mu_{gg}=\langle\varphi(t)|\tilde\mu|\varphi(t)\rangle . \tag{2}$$

Here $\varphi$ is the state with a phase removed; it evolves with $\tilde\mu$ in place of $\mu$.

The photon paths (two absorptions, one emission) pass through two intermediate states. With both excited, the energy factor is

$$F=G_{ee}=\frac{1}{(W-x)(W-2x)}+\frac{1}{(W-x)(W+x)}+\frac{1}{(W+2x)(W+x)} . \tag{6}$$

$$F=\frac{3W^2}{(W^2-x^2)(W^2-4x^2)} . \tag{7}$$

Paths with one ground-state intermediate give the $\mu_{gg}$ term in the total molecular factor:

$$S=m^2\mu_{ee}F-m^2\mu_{gg}F=m^2\Delta\mu\,F . \tag{8}$$

The hyperpolarizability $\beta$ is defined by the static expansion (9) and, for $E=E_0\cos\omega t$, by (10):

$$\langle\mu\rangle=\mu_{gg}+\alpha E+\tfrac12\beta E^2+\dots \tag{9}$$

$$\mu_{2\omega}(t)=\tfrac14\,\beta(-2\omega;\omega,\omega)\,E_0^2\cos2\omega t . \tag{10}$$

The reduced Hamiltonian has elements $H_{gg}=0$, $H_{ee}=W-\Delta\mu E$ and $H_{eg}=H_{ge}=-mE$. The density matrix $\rho$ and induced dipole obey

$$i\hbar\dot\rho_{eg}=(W-\Delta\mu E)\rho_{eg}-mE(1-2\rho_{ee}). \tag{11}$$

$$\mu_{\rm ind}=2m\,{\rm Re}\,\rho_{eg}+\Delta\mu\,\rho_{ee} . \tag{12}$$

The model chromophore has $W=3$ eV, $m=7$ D, $\mu_{gg}=6$ D, $\mu_{ee}=18$ D and $\Delta\mu=12$ D. Section 1's strong-field test used $E_0=2.4\times10^{9}$ V/m at $x=1.15$ eV. Its quantized-mode test compared energies with and without the dipole self-energy, the field-free term quadratic in $\mu$.

**First order.** The terms $\Delta\mu E\rho_{eg}$ and $2mE\rho_{ee}$ are of higher order, so (11) reduces to $i\hbar\dot\rho^{(1)}=W\rho^{(1)}-mE$. Write $E=\tfrac12E_0(e^{-i\omega t}+e^{i\omega t})$. The field is assumed to have been switched on slowly, so that no free oscillation at $W/\hbar$ remains. For the part varying as $e^{-i\omega t}$ the left side is $x$ times the amplitude; for the part varying as $e^{i\omega t}$ it is $-x$ times the amplitude. Hence

$$\rho^{(1)}_{eg}=\frac{mE_0}{2}\left[\frac{e^{-i\omega t}}{W-x}+\frac{e^{i\omega t}}{W+x}\right]. \tag{13}$$

**Second-order population.** The state is pure, so $|\rho_{eg}|^2=\rho_{ee}\rho_{gg}$. At second order $\rho_{gg}$ may be set to $1$ on the right, and $\rho_{ee}^{(2)}=|\rho_{eg}^{(1)}|^2$. The cross term of the two parts of (13) oscillates at $2\omega$:

$$\rho_{ee}^{(2)}\Big|_{2\omega}=\frac{m^2E_0^2}{4}\,\frac{2\cos2\omega t}{(W-x)(W+x)} .$$

**Second-order coherence.** The first-order coherence now acts as a source through the modulation of the gap:

$$i\hbar\dot\rho^{(2)}=W\rho^{(2)}-\Delta\mu E\rho^{(1)} .$$

The parts of $E\rho^{(1)}$ that oscillate at twice the driving frequency are

$$\frac{mE_0^2}{4}\left[\frac{e^{-2i\omega t}}{W-x}+\frac{e^{2i\omega t}}{W+x}\right].$$

Solving as at first order, with $2x$ in place of $x$, gives

$$\rho_{eg}^{(2)}\Big|_{2\omega}=\frac{m\Delta\mu E_0^2}{4}\left[\frac{e^{-2i\omega t}}{(W-2x)(W-x)}+\frac{e^{2i\omega t}}{(W+2x)(W+x)}\right].$$

**Sum.** In (12) the coherence is multiplied by $2m$ and the population by $\Delta\mu$. All three contributions then have the common factor $\tfrac12m^2\Delta\mu E_0^2\cos2\omega t$, and their energy denominators are exactly those in (6):

$$\mu_{2\omega}=\tfrac12\,m^2\Delta\mu\,F\,E_0^2\cos2\omega t .$$

Comparison with (10) yields $\beta=2m^2\Delta\mu F=2S$. Two terms of $F$ come from the modulated coherence. The term without a $2x$ in its denominator comes from the excited population and its changed dipole. With the closed form (7),

$$\beta(-2\omega;\omega,\omega)=\beta_0\,\frac{W^4}{(W^2-\hbar^2\omega^2)(W^2-4\hbar^2\omega^2)},\qquad \beta_0=\frac{6m^2\Delta\mu}{W^2} . \tag{14}$$

This is the Oudar-Chemla dispersion formula in the convention (9).

### Static limit

The value of $\beta_0$ can be confirmed without any time dependence. In a constant field the lower eigenvalue of the reduced Hamiltonian is

$$\epsilon=\tfrac12\left[\Gamma-\sqrt{\Gamma^2+4m^2E^2}\right],\qquad \Gamma=W-\Delta\mu E .$$

For weak fields the root is $\Gamma+2m^2E^2/\Gamma$ up to terms of fourth order in $E$. Expanding $1/\Gamma$ as well,

$$\epsilon=-\frac{m^2E^2}{\Gamma}+O(E^4)=-\frac{m^2E^2}{W}-\frac{m^2\Delta\mu E^3}{W^2}+O(E^4) .$$

The induced dipole is $-d\epsilon/dE=2m^2E/W+3m^2\Delta\mu E^2/W^2+\dots$. Comparison with (9) gives $\alpha=2m^2/W$ and $\tfrac12\beta_0=3m^2\Delta\mu/W^2$, in agreement with (14).

The sign of $\beta_0$ is that of $\Delta\mu$. If the axis is reversed, $\Delta\mu$ and $\beta$ change sign together while $m^2$ does not. A positive $\beta_0$ means that a field which lowers the gap increases the dipole by more than an opposite field of equal strength decreases it.

### Frequency dependence

Let $u=x^2/W^2$. The dispersion factor is $\beta/\beta_0=1/[(1-u)(1-4u)]$. For small $u$ it is $1+5u$ to first order, of which four parts in five come from the factor with the second harmonic.

The formula has poles at $x=W/2$, where two photons match the gap, and at $x=W$, where one does. Between them $W^2-4x^2$ is negative and $W^2-x^2$ is positive, so $\beta$ has the sign opposite to $\beta_0$. The second-harmonic dipole then oscillates in antiphase to its low-frequency behaviour.

Close to the lower pole, $W^2-x^2\approx\tfrac34W^2$ and $W^2-4x^2\approx2W(W-2x)$. This gives

$$\frac{\beta}{\beta_0}\approx\frac{2}{3}\,\frac{W}{W-2x} . \tag{15}$$

The dispersion factor is then governed by the detuning $W-2x$, and an error in $W$ counts for much more than its relative size suggests. The logarithmic derivative of the factor at fixed $x$ is

$$\frac{d\ln(\beta/\beta_0)}{d\ln W}=4-\frac{2W^2}{W^2-x^2}-\frac{2W^2}{W^2-4x^2} . \tag{16}$$

At the poles themselves (14) fails because damping was omitted. To estimate where this begins, let the coherence decay, which replaces $W$ by $W-i\gamma$ in the first term of (11). The resonant denominator $\delta=W-2x$ becomes $\delta-i\gamma$, and the magnitude of that factor falls by $(1+\gamma^2/\delta^2)^{-1/2}$, a relative reduction of about $\gamma^2/2\delta^2$ when $\gamma\ll|\delta|$. With $\delta=0.7$ eV and $\gamma=0.1$ eV this is $1\%$. This figure refers to the magnitude only. The same factor also acquires a phase of about $\gamma/\delta$, here $0.14$ rad, which is of first order in $\gamma$, and its real part falls by about $\gamma^2/\delta^2$, here $2\%$. A measurement that is sensitive to the phase of the second-harmonic dipole therefore departs from (14) farther from the pole than the magnitude suggests. The same estimate with $\delta=W-x$ applies near the upper pole. It describes a simple decay of the coherence and not the vibrational shape of a real absorption band.

### Form with the oscillator strength

The transition dipole can be obtained from the strength of an absorption band. For light polarized along the molecular axis the oscillator strength is

$$f_z=\frac{2m_eW m^2}{\hbar^2e^2},\qquad\text{so that}\qquad m^2=\frac{\hbar^2e^2f_z}{2m_eW} .$$

Substituting this in $\beta=6m^2\Delta\mu W^2/D$ cancels one power of $W$:

$$\beta=\frac{3e^2\hbar^2}{m_e}\,\frac{W f_z\,\Delta\mu}{(W^2-\hbar^2\omega^2)(W^2-4\hbar^2\omega^2)} . \tag{17}$$

Without the factor $\tfrac12$ in (9), the prefactor is $3e^2\hbar^2/2m_e$. There is a second place where a factor can be lost. In an isotropic sample the mean square of the cosine between field and axis is $\tfrac13$, so the orientation-averaged oscillator strength is $f_z/3$. If that averaged value is what is available, it must be multiplied by three before it is used in (17). For the model chromophore $f_z=1.67$ and the average is $0.56$.

### Worked example

For $W=3$ eV, $m=7$ D and $\Delta\mu=12$ D,

$$\beta_0=\frac{6\,(7)^2\,(12)}{3^2}=392\ {\rm D^3\,eV^{-2}} .$$

One debye is $10^{-18}$ esu cm and one electronvolt is $1.602\times10^{-12}$ erg, so $1\ {\rm D^3\,eV^{-2}}=0.3896\times10^{-30}$ esu. Hence $\beta_0=153\times10^{-30}$ esu, or $5.67\times10^{-49}$ C m³ V⁻². Without the factor $\tfrac12$ in (9) the same molecule has $76\times10^{-30}$ esu.

The dispersion factor is the product of $W^2/(W^2-x^2)$ and $W^2/(W^2-4x^2)$. At three photon energies:

- At $0.65$ eV (1907 nm): $\dfrac{9}{8.578}\cdot\dfrac{9}{7.310}=1.29$, so $\beta=197\times10^{-30}$ esu.
- At $1.15$ eV (1078 nm): $\dfrac{9}{7.678}\cdot\dfrac{9}{3.710}=2.84$, so $\beta=434\times10^{-30}$ esu.
- At $2.00$ eV (620 nm): $\dfrac{9}{5}\cdot\dfrac{9}{-7}=-2.31$, so $\beta=-353\times10^{-30}$ esu.

At $1.15$ eV the second harmonic lies at $2.30$ eV, which is $0.70$ eV below the excitation energy. Even at this distance $\beta$ is almost three times $\beta_0$. The approximation (15) gives $\tfrac23(3/0.70)=2.86$, close to the full factor. The closeness comes from compensation: (15) replaces $W^2-x^2=7.68$ eV² by $6.75$ eV² and $W+2x=5.30$ eV by $6$ eV, and these two errors of opposite sign nearly cancel in the product. A value measured at this photon energy and taken for the static one would overstate $\beta_0$ by $184\%$ of $\beta_0$. Two chromophores measured at the same wavelength can therefore differ in $\beta$ merely because their gaps differ, even if $m$ and $\Delta\mu$ are the same. Dividing by the dispersion factor removes the resonance enhancement, but $\beta_0$ still varies as $1/W^2$; the part that is free of the gap is $m^2\Delta\mu=\beta_0W^2/6$.

The correction has its own uncertainty. Equation (16) gives $4-2.34-4.85=-3.2$ at $1.15$ eV. Raising $W$ by $1\%$, or $0.03$ eV, lowers the dispersion factor by about $3\%$. At $0.65$ eV the same derivative is $4-2.10-2.46=-0.6$, so a measurement at the longer wavelength gives a static value that depends much less on the choice of $W$.

The photon paths at $1.15$ eV show the cancellation of Section 1 in numbers. In units of $10^{-30}$ esu, the path with both intermediates excited contributes $651$, the two paths with one ground-state intermediate contribute $-217$ together, and the path through $g$ alone contributes zero. The sum is $434$. The ratio of the first two contributions is $-18/6=-3$, as (8) requires.

The second-harmonic dipole was also extracted from a direct solution of the time-dependent Schrödinger equation with the full dipole matrix, including $\mu_{gg}=6$ D. At all three photon energies the resulting $\beta$ agrees with (14) to better than one part in a thousand, with the negative sign at $2.00$ eV. The values are in the numerical output.

### Conditions of use

Equation (14) is the leading order in the field. At the strong field of Section 1, $E_0=2.4\times10^{9}$ V/m, the coupling energies are $mE_0=0.35$ eV and $\Delta\mu E_0=0.60$ eV. These are not small beside the detuning of $0.70$ eV, and a description by $\alpha$ and $\beta$ alone is not justified there. The dependence on $\Delta\mu$ alone still holds, because (2) does not rest on an expansion.

The cancellation of $\mu_{gg}$ does not need the two-level model. For any number of states the split (1) leaves the diagonal elements $\mu_{rr}-\mu_{gg}$. The dispersion formula does need the model: a second excited state with sizeable dipole matrix elements adds terms with other poles. The scalar form also assumes that $m$ and $\Delta\mu$ are parallel. If they are not, several tensor components of $\beta$ are needed.

Finally, $\mu_{gg}$ returns as soon as the molecules can turn. Take the molecules to be neutral, so that $\mu_{gg}$ does not depend on the origin. In a static poling field $E_p$ at temperature $T$, the ground-state dipole favours the angle $\vartheta$ between axis and field with the weight $\exp(\mu_{gg}E_p\cos\vartheta/k_BT)$. Let the optical field be parallel to $E_p$. Its component along the molecule enters twice and the emitted dipole is projected once, so the mean second-harmonic dipole is proportional to $\beta\langle\cos^3\vartheta\rangle$. For weak poling the exponential is $1+\mu_{gg}E_p\cos\vartheta/k_BT$. The isotropic mean of $\cos^3\vartheta$ is zero and that of $\cos^4\vartheta$ is $\tfrac15$, so

$$\beta\,\langle\cos^3\vartheta\rangle=\frac{\mu_{gg}\,\beta\,E_p}{5k_BT} .$$

This orientational part of the signal measures the product $\mu_{gg}\beta$. The ground-state dipole enters through the alignment of the molecules, while $\beta$ of each molecule, at given $W$ and $m$, still contains $\Delta\mu$ alone. An implementation should therefore keep $\mu_{gg}$ for the orientational average and use $\Delta\mu$ in the electronic response. In a solvent or polymer host, which the model leaves out, $\mu_{gg}$ also acts indirectly. The slow polarization of the medium produces a reaction field $f\mu_{gg}$ that shifts the gap by about $-f\mu_{gg}\Delta\mu$. In an Onsager cavity of radius $5$ Å with $\varepsilon=4.8$ and $n^2=2.09$, this lowers $W$ of the model chromophore by about $0.1$ eV and raises $\beta$ at $1.15$ eV by about a quarter. The rule therefore holds only with $W$, $m$ and $\Delta\mu$ taken as the values in that medium.

## Numbers as computed

```
excitation energy W = 3.00 eV
transition dipole m = 7.0 D
permanent dipoles: ground 6.0 D, excited 18.0 D
dipole difference = 12.0 D
beta0, formula = 152.71 x 1e-30 esu
beta0, static derivative = 152.71 x 1e-30 esu
beta0 in SI = 5.668e-49 C m^3 V^-2
beta0 without the 1/2 in the definition = 76.35 x 1e-30 esu
photon energy 0.65 eV (wavelength 1907 nm):
  dispersion factor beta/beta0 = 1.292
  beta, formula = 197.28 x 1e-30 esu
  beta, propagation = 197.28 x 1e-30 esu
  beta in SI = 7.322e-49 C m^3 V^-2
photon energy 1.15 eV (wavelength 1078 nm):
  dispersion factor beta/beta0 = 2.844
  beta, formula = 434.27 x 1e-30 esu
  beta, propagation = 434.25 x 1e-30 esu
  beta in SI = 1.612e-48 C m^3 V^-2
photon energy 2.00 eV (wavelength 620 nm):
  dispersion factor beta/beta0 = -2.314
  beta, formula = -353.41 x 1e-30 esu
  beta, propagation = -353.41 x 1e-30 esu
  beta in SI = -1.312e-48 C m^3 V^-2
paths at 1.15 eV, in 1e-30 esu:
  both intermediates excited = 651.40
  one intermediate ground = -217.13
  both intermediates ground = 0.00
  sum = 434.27
oscillator strength along the axis = 1.672
orientation-averaged oscillator strength = 0.557
strong field amplitude = 2.40e+09 V/m
  largest induced dipole = 2.698 D
  change, ground dipole set to 0 at fixed difference = 2.3e-10 D
  change, ground dipole set to 0 at fixed excited dipole = 0.605 D
quantized mode of 1.15 eV, coupling 0.02 eV/D,
largest change of six excitation energies at fixed difference:
  with dipole self-energy = 3.1e-15 eV
  without dipole self-energy = 0.0473 eV
```
